# Node Count Need Not Order the States of an Ultrasoft Hamiltonian

## Definitions and conventions

Hartree atomic units are used. One angular-momentum channel, \(l=0\), is treated, with real radial functions \(u(r)=rR(r)\), \(u(0)=0\), and \(\langle f|g\rangle=\int_0^\infty f g\,dr\). A node is a sign change of \(u\) at some \(r>0\); the zero at the origin is not counted.

The ultrasoft problem with one projector \(\beta\) is

\[
Hu=E\,Su,\qquad H=h+D|\beta\rangle\langle\beta|,\qquad S=1+q|\beta\rangle\langle\beta|,
\]
\[
h=-\tfrac12\frac{d^2}{dr^2}+V_{\rm loc}(r).
\]

The coefficients \(D\) and \(q\) are fixed numbers here; they are not updated self-consistently. The overlap operator \(S\) must be positive definite. Eigenstates are normalized by \(\langle u|S|u\rangle=1\).

The projector comes from an all-electron function \(\psi\) with energy \(\varepsilon\) and a smooth, nodeless function \(\varphi\) that equals \(\psi\) for \(r\ge r_c\). Beyond \(r_c\), \(V_{\rm loc}\) equals the all-electron potential. Define

\[
\chi=(\varepsilon-h)\varphi,\qquad B=\langle\varphi|\chi\rangle,\qquad \beta=\chi/B,
\]
\[
q=\int_0^{r_c}(\psi^2-\varphi^2)\,dr,\qquad D=B+\varepsilon q ,
\]

with \(B\neq0\). Since \(\psi\) solves the all-electron equation, \(\chi\) and \(\beta\) vanish beyond \(r_c\). By definition \(\langle\beta|\varphi\rangle=1\), so

\[
H\varphi=h\varphi+D\beta=(\varepsilon\varphi-\chi)+(\chi+\varepsilon q\beta)=\varepsilon(\varphi+q\beta)=\varepsilon S\varphi .
\]

Thus \(\varphi\) is an eigenstate at \(\varepsilon\). Nothing in this line says that it is the lowest one. The belief to be examined is that it must be, because it has no node. An unwanted state below it is called a ghost.

## The counter-example

Take the hydrogen 2s state as the reference and treat 1s as core. This is a one-electron construction with a known \(\psi\), not a production pseudopotential. Up to an overall sign,

\[
\psi=\frac{1}{\sqrt2}\left(\frac{r^2}{2}-r\right)e^{-r/2}.
\]

Two differentiations give \(\psi''=\frac1{\sqrt2}\left(\frac{r^2}{8}-\frac{5r}{4}+2\right)e^{-r/2}\). Hence

\[
-\tfrac12\psi''-\frac{\psi}{r}
=\frac1{\sqrt2}\left(-\frac{r^2}{16}+\frac r8\right)e^{-r/2}=-\tfrac18\psi ,
\]

so \(\varepsilon=-1/8\). The node of \(\psi\) is at \(r=2\). With \(r_c=4\) bohr it lies inside the region to be replaced.

**The pseudo-wave.** Let \(s=r^2/16-1\), so that \(s=-1\) at the origin and \(s=0\) at \(r_c\). With \(y=\sqrt{1+s}-1\) we have \(r/2-1=1+2y\) and \(r/2=2+2y\). Therefore

\[
\ln\frac{\sqrt2\,\psi}{r}=\ln(1+2y)-2-2y=-2-2y^2+\tfrac83y^3-4y^4+\dots
\]

Inserting \(y=\frac s2-\frac{s^2}{8}+\frac{s^3}{16}-\dots\) and keeping terms through \(s^4\) gives the inner function

\[
\varphi=\frac{r}{\sqrt2}\exp\!\left(-2-\frac{s^2}{2}+\frac{7s^3}{12}-\frac{21s^4}{32}\right),\qquad r<r_c .
\]

It is positive, and it joins \(\psi\) with four continuous derivatives.

**The local potential.** The same variable turns \(-1/r\) into \(-\frac14(1+s)^{-1/2}\). Its expansion through \(s^2\), with an adjustable term added, defines

\[
V_{\rm loc}=-\frac14\left(1-\frac s2+\frac{3s^2}{8}\right)-a(-s)^3,\qquad r<r_c .
\]

The added term vanishes at \(r_c\) together with its first two derivatives, so \(a\) changes the inner depth and leaves the join smooth. The integral \(B\) is linear in \(a\), and every value of \(a\) for which \(B\ne0\) gives the same reference state at the same energy. Two values are compared: \(a=0\), the control, and \(a=2\) hartree, for which \(V_{\rm loc}(0)=-2.469\) hartree.

**The coefficients for \(a=2\).** The norms inside \(r_c\) are 0.17580 for \(\psi\) and 0.13493 for \(\varphi\), so \(q=0.04087\). The overlap integral is \(B=0.03455\) hartree, and

\[
D=0.03455-0.125\times0.04087=0.02944\ \text{hartree}.
\]

Since \(q>0\), \(S\) is positive definite. The program also finds \(\beta\ge0\) on its grid, to rounding, and this sign is used below.

**The spectra.** The lowest three levels, in hartree, with the number of nodes in brackets, are

| | 1 | 2 | 3 |
|---|---|---|---|
| \(h\), \(a=0\) | −0.2228 (0) | −0.0822 (1) | −0.0418 (2) |
| ultrasoft, \(a=0\) | −0.1250 (0) | −0.0560 (1) | −0.0316 (2) |
| \(h\), \(a=2\) | −1.2658 (0) | −0.2111 (1) | −0.0749 (2) |
| ultrasoft, \(a=2\) | −0.6611 (1) | −0.1250 (0) | −0.0557 (2) |

In the last row the node counts run 1, 0, 2. The lowest state has a node, and the nodeless reference state lies 0.536 hartree (14.6 eV) above it. The local Hamiltonian with the same \(V_{\rm loc}\) has the usual order. An independent calculation, which integrates the radial equation outward and matches it to the decaying Coulomb function, gives the same ghost energy, −0.661135 hartree.

The control shows that a projector does not have to disturb the order. The third level of the last row differs from the second level of the control by about 0.0003 hartree, so in this example the spectrum above the reference gives little warning of the ghost.

Call the ghost \(g\), with energy \(E_g\) and with its sign chosen positive near the origin. Some values, in bohr\(^{-1/2}\), are

| \(r\) (bohr) | 1 | 2 | 3 | 4 |
|---|---|---|---|---|
| \(g\) | 0.886 | 0.139 | −0.199 | −0.096 |
| \(\varphi\) | 0.023 | 0.092 | 0.243 | 0.383 |

The ghost is concentrated in the deep inner part of \(V_{\rm loc}\), where \(\varphi\) is small. Its node is at \(r_0=2.20\) bohr. It is not the 1s core state, which is nodeless and lies at −0.5 hartree.

## Where the local argument breaks

**Zeros of a local solution.** Let \(y(r,E)\) solve \(y''=2(V_{\rm loc}-E)y\) with \(y(0)=0\), \(y'(0)=1\), and let a dot denote \(\partial/\partial E\). Then \(\dot y''=2(V_{\rm loc}-E)\dot y-2y\), and

\[
(y'\dot y-y\dot y')'=y''\dot y-y\dot y''=2y^2 .
\]

Integrate from 0 to a zero \(r_0(E)\) of \(y\). There \(y'\dot y=2\int_0^{r_0}y^2dr\). Differentiating \(y(r_0(E),E)=0\) gives

\[
\frac{dr_0}{dE}=-\frac{\dot y}{y'}=-\frac{2}{y'(r_0)^2}\int_0^{r_0}y^2\,dr<0 .
\]

Zeros move inward as \(E\) rises. They cannot appear or merge in the interior, because \(y=y'=0\) at one point would make \(y\) vanish everywhere. They cannot reach the origin, because \(y'(0)=1\). In a box of radius \(R\), a new zero therefore enters at \(r=R\), and this happens when \(E\) equals a level of the box. Below the minimum of \(V_{\rm loc}\) there are no zeros. Hence the number of zeros in \((0,R)\) equals the number of box levels below \(E\), and the \(n\)-th state has \(n-1\) nodes. For bound states the box is taken large.

**The ultrasoft equation.** Moving all terms of \(Hu=ESu\) except \(u''\) to the right gives

\[
u''=2(V_{\rm loc}-E)u+2C(E)\,\beta\,\langle\beta|u\rangle,
\]
\[
C(E)=D-Eq=B+(\varepsilon-E)q .
\]

The last term depends on \(u\) throughout the core region. At a point where \(u=u'=0\), the second derivative can still be nonzero, so \(u\) need not vanish identically. The step that kept zeros from appearing in the interior is lost.

**The balance for the ghost.** Let \(W=\varphi g'-g\varphi'\). Insert the radial equation for each function, with \(\langle\beta|\varphi\rangle=1\) and \(C(\varepsilon)=B\):

\[
W'=\varphi g''-g\varphi''=2(\varepsilon-E_g)\varphi g+2\beta\big[C(E_g)\langle\beta|g\rangle\varphi-B\,g\big].
\]

Integrate from 0, where \(W=0\), to the first node \(r_0\) of \(g\), where \(W=\varphi(r_0)g'(r_0)\). Since \(g\) falls through zero there, this value cannot be positive. The first term on the right is positive throughout \((0,r_0)\), because \(\varepsilon>E_g\) and both functions are positive. In a local problem it stands alone, and the contradiction forbids the node. Here the integrals are

\[
0.0354-0.1055=-0.0701 ,
\]

in bohr\(^{-2}\), the first number from the local term and the second from the projector. The sum agrees with \(\varphi(r_0)g'(r_0)\) evaluated directly.

The sign of the projector part can be followed at single points. The strength at the ghost energy is

\[
C(E_g)=0.03455+0.5361\times0.04087=0.05646\ \text{hartree},
\]

and \(\langle\beta|g\rangle=1.860\). At \(r=1\) bohr the bracket is \(0.05646\times1.860\times0.0230-0.03455\times0.886=-0.028\). At \(r=2\) bohr it is \(+0.005\). It has no fixed sign, and its negative inner part prevails in the integral.

**The variational argument.** For a local Hamiltonian, replacing a function by its modulus leaves the energy unchanged, since \(\tfrac12\int u'^2dr\) and \(\int V_{\rm loc}u^2dr\) do not change. A ground state with a node would then give a second ground state with a kink, which the differential equation does not permit.

With a projector, \(\langle h\rangle\) is still unchanged, but \(\langle\beta|g\rangle\) is not. Let

\[
\Delta=\langle\beta||g|\rangle^2-\langle\beta|g\rangle^2 .
\]

For normalized \(g\), \(\langle g|H|g\rangle=E_g\) and \(\langle g|S|g\rangle=1\). Passing to \(|g|\) adds \(D\Delta\) to the first and \(q\Delta\) to the second. The energy therefore changes by

\[
\frac{E_g+D\Delta}{1+q\Delta}-E_g=\frac{(D-E_gq)\Delta}{1+q\Delta}=\frac{C(E_g)\,\Delta}{1+q\Delta}.
\]

In the example \(\langle\beta||g|\rangle=2.928\), so \(\Delta=8.57-3.46=5.11\). The change is

\[
\frac{0.05646\times5.11}{1+0.04087\times5.11}=0.239\ \text{hartree}.
\]

The node lowers the energy because the positive and negative parts of \(g\) partly cancel in its overlap with \(\beta\), and at this energy the projector is repulsive, \(C(E_g)>0\).

The same formula locates the node. Suppose the lowest state did not change sign inside \(r_c\). Since \(\beta\) vanishes beyond \(r_c\), \(|g|=\pm g\) wherever \(\beta\ne0\), whatever the sign of \(\beta\). Then \(\Delta=0\), and \(|g|\) would also minimize the energy, so it would be an eigenstate. Any node would lie at \(r_0\ge r_c\). Beyond \(r_c\) the equation is local, so \(g'(r_0)=0\) would make \(g\) vanish from there outward, and there would be no sign change. Hence \(g'(r_0)\ne0\), and \(|g|\) has a kink, which an eigenstate cannot have. If the lowest state has a node at all, it must therefore change sign inside \(r_c\). The value 2.20 bohr agrees with this.

## Which states must have nodes

Let \(g\) be an eigenstate with \(E_g\neq\varepsilon\). Since \(H\) and \(S\) are symmetric,

\[
(E_g-\varepsilon)\langle\varphi|S|g\rangle=\langle\varphi|H|g\rangle-\langle H\varphi|g\rangle=0 ,
\]

and therefore

\[
\int_0^\infty g\,(\varphi+q\beta)\,dr=0 .
\]

If \(S\varphi=\varphi+q\beta\) is positive for all \(r>0\), then \(g\) must change sign. Under this condition every state at another energy has a node, whether it lies above or below \(\varphi\). Nodelessness then identifies \(\varphi\), but it does not give its place in the spectrum. A solver that looks for the nodeless state returns \(\varphi\) at −0.125 hartree and misses the ghost.

The condition holds in the example, where \(\beta\ge0\) and \(q>0\). If \(S\varphi\) changes sign, the argument gives no conclusion about the nodes of \(g\).

## The correct count and its proof

**Statement.** Let \(\varepsilon\) lie below the continuum of \(h\), let \(S\) be positive definite, and let \(B\ne0\). Let \(N_{\rm loc}\) be the number of levels of \(h\) strictly below \(\varepsilon\). The number \(N\) of ultrasoft levels strictly below \(\varepsilon\) is

\[
N=\begin{cases}N_{\rm loc}-1,& B>0,\\[2pt] N_{\rm loc},& B<0.\end{cases}
\]

**From levels to a quadratic form.** With \(v=S^{1/2}u\), the problem becomes an ordinary one for \(S^{-1/2}HS^{-1/2}\). By the variational principle, \(N\) is the largest dimension of a space on which

\[
K(u)=\langle u|H-\varepsilon S|u\rangle
\]

is negative for every nonzero \(u\). Call this dimension the negative index of \(K\).

**The augmentation drops out.** Put \(A=h-\varepsilon\). Since \(D-\varepsilon q=B\) and \(\beta=\chi/B\),

\[
H-\varepsilon S=A+B|\beta\rangle\langle\beta|=A+\frac{|\chi\rangle\langle\chi|}{B}.
\]

The definition of \(\chi\) reads \(A\varphi=-\chi\). Hence \(\langle\chi|u\rangle=-\langle\varphi|A|u\rangle\) and \(B=-\langle\varphi|A|\varphi\rangle\), which gives

\[
K(u)=\langle u|A|u\rangle-\frac{\langle\varphi|A|u\rangle^2}{\langle\varphi|A|\varphi\rangle}.
\]

**Splitting off the reference state.** Write \(u=c\varphi+w\) with \(c=\langle\varphi|A|u\rangle/\langle\varphi|A|\varphi\rangle\). Then \(\langle\varphi|A|w\rangle=0\), the cross terms vanish, and

\[
\langle u|A|u\rangle=-c^2B+\langle w|A|w\rangle,\qquad K(u)=\langle w|A|w\rangle .
\]

Let \(\mathcal W\) be the space of all \(w\) with \(\langle\varphi|A|w\rangle=0\), and let \(n\) be the negative index of \(A\) on \(\mathcal W\). On \(\mathcal W\), \(K\) and \(A\) agree, so \(N\ge n\). Conversely, take a space on which \(K\) is negative and map each \(u\) to its \(w\). No nonzero \(u\) is mapped to zero, since that would give \(K(u)=0\). The image has the same dimension, and \(A\) is negative on it. Thus \(N=n\).

It remains to compare \(n\) with \(N_{\rm loc}\), the negative index of \(A\) on the whole space. Let \(\mathcal L\) be a space of dimension \(N_{\rm loc}\) on which \(A\) is negative.

- If \(B>0\), then \(\langle\varphi|A|\varphi\rangle<0\). Adding \(\varphi\) to a negative space in \(\mathcal W\) leaves the form negative, as the cross terms vanish, so \(N_{\rm loc}\ge n+1\). The part of \(\mathcal L\) inside \(\mathcal W\) obeys one linear condition and has dimension at least \(N_{\rm loc}-1\), so \(n\ge N_{\rm loc}-1\). Hence \(n=N_{\rm loc}-1\).
- If \(B<0\), map each \(u\) in \(\mathcal L\) to its \(w\). Then \(\langle w|A|w\rangle=\langle u|A|u\rangle-c^2|B|<0\) for \(u\ne0\), so no nonzero \(u\) is mapped to zero, and \(n\ge N_{\rm loc}\). Since \(\mathcal W\) is part of the whole space, \(n\le N_{\rm loc}\). Hence \(n=N_{\rm loc}\).

This proves the statement.

## Using the count

Node counting is legitimate for \(N_{\rm loc}\), because \(h\) is local. For \(a=2\), the levels −1.266 and −0.211 hartree lie below \(\varepsilon\), and \(B>0\), so \(N=2-1=1\). For \(a=0\), one local level lies below \(\varepsilon\), again with \(B>0\), and \(N=0\).

Along this family with \(B>0\), a ghost appears when the second local level falls below \(\varepsilon\). The program finds none at \(a=0.5\) and one at \(a=1.5\) hartree. Reducing the inner depth removes this ghost as long as \(B\) stays positive, which holds for \(a>-1.95\) hartree. It is not a remedy without limit. Where \(B=0\), \(\langle\varphi|h-\varepsilon|\varphi\rangle=0\) while \(\chi\neq0\), so the lowest level of \(h\) lies strictly below \(\varepsilon\). For \(a\) slightly below that value, \(B<0\) and \(N_{\rm loc}\ge1\), and the count again gives a ghost. After any change of \(V_{\rm loc}\), the sign of \(B\) and the ultrasoft levels should be computed again.

Negative \(B\) does not exclude ghosts. At \(a=-4\) hartree, \(B=-0.018\) hartree, no local level lies below \(\varepsilon\), and there is no ghost. With \(a=-6\) hartree and a further narrow well \(-30(-s)^{16}\) hartree inside \(r_c\), \(B=-0.027\) hartree. Two local levels then lie below \(\varepsilon\), and the program finds two ghosts, as the formula requires.

The count does not contain \(q\), but the ghost energy does. Vary \(q\) at fixed \(\beta\) and \(B\), with \(D=B+\varepsilon q\). For normalized \(g\), the first-order change of the eigenvalue is

\[
\frac{dE_g}{dq}=\langle g|\frac{dH}{dq}-E_g\frac{dS}{dq}|g\rangle=(\varepsilon-E_g)\langle\beta|g\rangle^2\ge0 .
\]

More augmentation charge raises the ghost or leaves it in place, but it cannot lift it out of the region below \(\varepsilon\), since \(N\) is fixed. With \(q\) multiplied by 0, 1 and 5, the ghost lies at −0.790, −0.661 and −0.540 hartree, with one node each time. At \(q=0\) the overlap operator is the identity, so the failure of node ordering comes from the nonlocal projector and does not need a generalized overlap.

If \(V_{\rm loc}\) is chosen so that \(\chi=0\), no projector is needed, the problem is local, and the nodeless \(\varphi\) is the ground state. The formula does not cover that case, because \(B=0\).

The count concerns one projector and energies below its reference; it says nothing about unwanted states above \(\varepsilon\). With several reference energies, \(D-Eq\) becomes a matrix, and the reduction to one function \(\varphi\) at one energy is not available. Diagonalizing the full generalized problem in each channel, without selecting states by their nodes, remains a valid check in a basis that is large enough.

## Computed results

```
reference energy eps = -0.1250 hartree, r_c = 4.0 bohr
norm inside r_c: all-electron 0.17580, pseudo 0.13493
augmentation charge q = 0.04087
-- main case: inner depth a = 2.0 hartree
V_loc(0) = -2.4688 hartree
B = 0.03455, D = 0.02944 hartree bohr-free units (<beta|phi>=1)
C at ghost energy = 0.05646, C at eps = 0.03455
largest eigenvalue of S = 2.1804
control a=0: local level 1: -0.22275 hartree, nodes 0
control a=0: local level 2: -0.08216 hartree, nodes 1
control a=0: local level 3: -0.04180 hartree, nodes 2
control a=0: ultrasoft level 1: -0.12500 hartree, nodes 0
control a=0: ultrasoft level 2: -0.05600 hartree, nodes 1
control a=0: ultrasoft level 3: -0.03163 hartree, nodes 2
main a=2: local level 1: -1.26579 hartree, nodes 0
main a=2: local level 2: -0.21113 hartree, nodes 1
main a=2: local level 3: -0.07492 hartree, nodes 2
main a=2: ultrasoft level 1: -0.66113 hartree, nodes 1
main a=2: ultrasoft level 2: -0.12500 hartree, nodes 0
main a=2: ultrasoft level 3: -0.05573 hartree, nodes 2
ghost energy, diagonalization: -0.661135 hartree
ghost energy, integration:     -0.661135 hartree
reference energy, integration: -0.125000 hartree
ghost energy = -17.990 eV; below reference by 14.589 eV
first node of ghost at r = 2.2005 bohr
Wronskian to node: local part 0.03535, projector part -0.10548
Wronskian sum -0.07013, phi*g' at node -0.07013
<beta|g> = 1.86049, <beta||g|> = 2.92393
energy of |g| = -0.42331 hartree, rise 0.23783 hartree
r = 0.5 bohr: ghost 0.69109, phi 0.00912 bohr^-1/2
r = 1.0 bohr: ghost 0.88647, phi 0.02297 bohr^-1/2
r = 2.0 bohr: ghost 0.13930, phi 0.09178 bohr^-1/2
r = 3.0 bohr: ghost -0.19856, phi 0.24255 bohr^-1/2
r = 4.0 bohr: ghost -0.09600, phi 0.38279 bohr^-1/2
r = 6.0 bohr: ghost -0.01364, phi 0.42246 bohr^-1/2
a=-6.0 b=30 hartree: B=-0.0272, local below eps 2, ghosts 2, lowest -10.0395 hartree
a=-4.0 b=0 hartree: B=-0.0179, local below eps 0, ghosts 0, lowest -0.1250 hartree
a=0.0 b=0 hartree: B=0.0171, local below eps 1, ghosts 0, lowest -0.1250 hartree
a=0.5 b=0 hartree: B=0.0214, local below eps 1, ghosts 0, lowest -0.1250 hartree
a=1.5 b=0 hartree: B=0.0302, local below eps 2, ghosts 1, lowest -0.3664 hartree
a=2.0 b=0 hartree: B=0.0346, local below eps 2, ghosts 1, lowest -0.6611 hartree
a=3.0 b=0 hartree: B=0.0433, local below eps 2, ghosts 1, lowest -1.3334 hartree
q scaled by 0: ghost at -0.79003 hartree, nodes 1
q scaled by 1: ghost at -0.66113 hartree, nodes 1
q scaled by 5: ghost at -0.53975 hartree, nodes 1
```
